\section*{Lubrication-limited approach of a sphere to a wafer under constant force}

\section{Result}

A smooth rigid sphere of radius $R$ is pushed by a constant force $F$ through a liquid of viscosity $\mu$ towards a flat rigid wafer. When the gap $h$ is much smaller than $R$ and the liquid does not slip on either surface,
\begin{equation}
h(t)=h_0\,e^{-t/\tau},\qquad \tau=\frac{6\pi\mu R^2}{F}.
\label{eq:main}
\end{equation}
The gap is positive at every finite time. The reason is that the drag at given speed grows as $1/h$.

The result depends on both the constant force and the no-slip condition. An attraction that grows as $1/h^2$, or a fixed slip length on both surfaces, closes the gap in finite time; both cases are solved below. The film equations contain neither $\hbar$ nor the electron's charge or mass, so they read the same in atomic units.

\section{Flow in the film}

Let $r$ be the distance from the symmetry axis and $z$ the height above the wafer. The sphere does not rotate and approaches at speed $V=-dh/dt>0$. Near the axis its lower surface lies at
\begin{equation}
H(r)=h+R-\sqrt{R^2-r^2}\simeq h+\frac{r^2}{2R},\qquad r\,dr=R\,dH .
\label{eq:H}
\end{equation}
The gap doubles at $r=\sqrt{2Rh}$, which is the radial scale of the film. It is much larger than $h$, so velocities vary far faster across the film than along it. The liquid is Newtonian and incompressible, and its inertia is neglected. The radial force balance is then
\begin{equation}
\mu\frac{\partial^2u}{\partial z^2}=\frac{dp}{dr}.
\end{equation}
Here $p$ is the excess pressure. It may be taken as uniform across the film: its variation with $z$ is of order $\mu V/h$, while $p$ itself will turn out to be of order $\mu RV/h^2$, larger by $R/h$.

Integrating twice with $u=0$ at $z=0$ and $z=H$ gives
\begin{equation}
u=\frac{1}{2\mu}\frac{dp}{dr}\,(z^2-Hz).
\end{equation}
The outward flow per unit length of circumference is
\begin{equation}
q=\int_0^H u\,dz=\frac{1}{2\mu}\frac{dp}{dr}\left(\frac{H^3}{3}-\frac{H^3}{2}\right)=-\frac{H^3}{12\mu}\frac{dp}{dr}.
\label{eq:flux}
\end{equation}

\section{Pressure and drag}

The liquid volume inside a cylinder of radius $r$ shrinks at the rate $\pi r^2V$. This liquid leaves through the circumference, so $2\pi r\,q=\pi r^2V$ and $q=Vr/2$. With \eqref{eq:flux},
\begin{equation}
\frac{dp}{dr}=-\frac{6\mu Vr}{H^3}.
\end{equation}
Since $r\,dr=R\,dH$, this is $dp=-6\mu RV\,dH/H^3$. With $p\to0$ far from the axis,
\begin{equation}
p=\frac{3\mu RV}{H^2}.
\label{eq:p}
\end{equation}
The upward force on the sphere is
\begin{equation}
F_{\rm drag}=\int_0^\infty p\,2\pi r\,dr
=6\pi\mu R^2V\int_h^\infty\frac{dH}{H^2}
=\frac{6\pi\mu R^2V}{h}.
\label{eq:drag}
\end{equation}
The part of the integral with $H>H_1$ is a fraction $h/H_1$ of the whole. The region $H\sim R$, where the parabola \eqref{eq:H} fails, therefore matters only at relative order $h/R$, up to logarithms.

A numerical solution of the film equation, with $p=0$ imposed at $r=60\sqrt{2Rh}$, gave 0.99945 times the load \eqref{eq:drag}. The deficit agrees with the effect of the finite edge, $2/60^2=5.6\times10^{-4}$: half is the missing outer load, and half comes from lowering the pressure everywhere by its value at the edge.

\section{Motion under constant force}

Without particle inertia the drag balances $F$:
\begin{equation}
\frac{6\pi\mu R^2}{h}\left(-\frac{dh}{dt}\right)=F
\quad\Longrightarrow\quad
\frac{dh}{h}=-\frac{dt}{\tau}.
\end{equation}
Integration from $h_0$ at $t=0$ gives \eqref{eq:main}. The time needed to reach a gap $h$ is
\begin{equation}
t=\tau\ln\frac{h_0}{h},
\label{eq:time}
\end{equation}
which diverges as $h\to0$. Each tenfold thinning costs the same time, $\tau\ln10=2.303\,\tau$.

The speed falls in proportion to the gap, but the pressure on the axis rises. Inserting $V=Fh/(6\pi\mu R^2)$ in \eqref{eq:p} at $r=0$ gives $p(0)=F/(2\pi Rh)$. The same force is carried by an ever smaller disc.

\subsection*{Drag beyond the leading term}

The Stokes equations for a sphere near a plane have a series solution in bispherical coordinates, used here as a numerical reference. At $h/R=0.1$ it gives a drag of $11.459$ in units of $6\pi\mu RV$. An independent solution, built from point forces inside the sphere and their wall images, gives the same value to the digits shown. Lubrication gives $R/h=10$, so the full drag is 14.6\% larger than the lubrication value there.

For small gaps the computed excess over $R/h$ grows by about $0.20$ per unit of $\ln(R/h)$. The extra time is $\tau\int(\text{excess})\,dh/R$, and a logarithm is integrable at $h=0$. If this growth persists, the full drag delays the motion by a finite time and leaves the late decay rate unchanged. The computed times per decade support this: $2.321\,\tau$ from $h/R=10^{-2}$ to $10^{-3}$, and $2.305\,\tau$ for the next decade.

\section{Van der Waals attraction closes the gap}

Let atoms attract with pair energy $-C/d^6$, where $d$ is their distance, and let the wafer and sphere have $n_1$ and $n_2$ atoms per volume. A pair with vertical separation $z'$ and lateral separation $s$ has the vertical force $6Cz'/(s^2+z'^2)^4$. One atom at height $z$ is pulled down by the whole wafer with
\begin{align}
f(z)&=n_1\int_z^\infty dz'\int_0^\infty 2\pi s\,ds\,\frac{6Cz'}{(s^2+z'^2)^4}\nonumber\\
&=2\pi n_1C\int_z^\infty\frac{dz'}{z'^5}=\frac{\pi n_1C}{2z^4},
\end{align}
because the $s$ integral of $s/(s^2+z'^2)^4$ is $1/(6z'^6)$. A slice of the sphere at height $z$ has area $\pi(z-h)[2R-(z-h)]\simeq2\pi R(z-h)$ where the pull is strong. With the Hamaker constant $A=\pi^2n_1n_2C$,
\begin{equation}
F_{\rm vdW}=AR\int_h^\infty\frac{z-h}{z^4}\,dz
=AR\left(\frac1{2h^2}-\frac1{3h^2}\right)=\frac{AR}{6h^2}.
\end{equation}
In a liquid, $A$ is an effective constant for the two solids across that liquid.

Define $h_*$ as the gap where the attraction equals $F$, so $h_*^2=AR/(6F)$. The total force is $F(1+h_*^2/h^2)$, and
\begin{equation}
\frac{dh}{dt}=-\frac h\tau\left(1+\frac{h_*^2}{h^2}\right).
\end{equation}
Multiplication by $2h$ makes the equation linear in $h^2$:
\begin{equation}
\frac{d(h^2)}{dt}=-\frac2\tau(h^2+h_*^2)
\;\Longrightarrow\;
h^2+h_*^2=(h_0^2+h_*^2)e^{-2t/\tau}.
\end{equation}
Setting $h=0$ gives the contact time
\begin{equation}
t_c=\frac\tau2\ln\left(1+\frac{h_0^2}{h_*^2}\right).
\label{eq:tc}
\end{equation}
For $h_*\ll h_0$ it tends to $\tau\ln(h_0/h_*)$: the sphere drifts exponentially to the gap $h_*$ and is then pulled in. As $A\to0$, $t_c$ diverges and \eqref{eq:main} returns. As $F\to0$, expanding the logarithm gives
\begin{equation}
t_c\to\frac{\tau h_0^2}{2h_*^2}=\frac{18\pi\mu Rh_0^2}{A},
\end{equation}
which is finite without any external push.

\section{Slip also closes the gap}

Let both surfaces have slip length $b$: $u=b\,\partial_zu$ at $z=0$ and $u=-b\,\partial_zu$ at $z=H$. The parabola satisfying both conditions is
\begin{equation}
u=\frac1{2\mu}\frac{dp}{dr}(z^2-Hz-bH),\qquad
q=-\frac{H^3+6bH^2}{12\mu}\frac{dp}{dr}.
\end{equation}
Put $c=6b$. Volume conservation gives $dp/dr=-6\mu Vr/[H^2(H+c)]$. Integrating the load by parts, with $r^2p\to0$ at large $r$, and using $r^2=2R(H-h)$,
\begin{equation}
F=-\pi\int_0^\infty r^2\frac{dp}{dr}\,dr
=12\pi\mu R^2V\int_h^\infty\frac{H-h}{H^2(H+c)}\,dH.
\end{equation}
Let $L=\ln(1+c/h)$. Partial fractions give
\begin{equation}
\int_h^\infty\frac{dH}{H(H+c)}=\frac Lc,\qquad
\int_h^\infty\frac{dH}{H^2(H+c)}=\frac1{ch}-\frac L{c^2}.
\end{equation}
Subtracting $h$ times the second from the first,
\begin{equation}
F=\frac{12\pi\mu R^2V}{c}\left[\left(1+\frac hc\right)L-1\right].
\end{equation}
At fixed $V$ the drag now grows only as $\ln(c/h)$. With $V=-dh/dt$, $x=h/c$ and $x_0=h_0/c$, the closing time is
\begin{align}
t_b&=2\tau\int_0^{x_0}\left[(1+x)\ln\frac{1+x}{x}-1\right]dx\nonumber\\
&=\tau\left[(1+x_0)^2\ln(1+x_0)-(2x_0+x_0^2)\ln x_0-x_0\right].
\end{align}
The second line uses the antiderivatives $\tfrac12(1+x)^2\ln(1+x)-\tfrac14(1+x)^2$ of $(1+x)\ln(1+x)$ and $(x+\tfrac12x^2)\ln x-x-\tfrac14x^2$ of $(1+x)\ln x$. For $x_0\gg1$, expanding $\ln(1+x_0)=\ln x_0+1/x_0-1/(2x_0^2)+\dots$ gives $t_b\simeq\tau(\ln x_0+\tfrac32)$.

\section{Thermal spread}

With friction $\zeta=6\pi\mu R^2/h$, the diffusion constant is $D=k_BT/\zeta=\ell h/\tau$, where $\ell=k_BT/F$. In It\^o form, with $dW$ the increment of a unit Wiener process,
\begin{equation}
dh=\left(-\frac h\tau+\frac{dD}{dh}\right)dt+\sqrt{2D}\,dW .
\end{equation}
The term $dD/dh$ ensures the correct thermal equilibrium when the diffusion constant depends on position. It\^o's rule gives $d\ln h=dh/h-(D/h^2)dt$. Since $(dD/dh)/h=D/h^2=\ell/(\tau h)$, these terms cancel:
\begin{equation}
d\ln h=-\frac{dt}\tau+\sqrt{\frac{2\ell}{\tau h}}\,dW.
\end{equation}
While the spread is small, $h$ under the root may follow \eqref{eq:main}, for which $dt=-\tau\,dh/h$. The variance of $\ln h$ is then
\begin{equation}
\sigma^2\simeq2\ell\int_h^{h_0}\frac{dh'}{h'^2}=2\ell\left(\frac1h-\frac1{h_0}\right).
\end{equation}

\section{A silica grain settling on an oxidised wafer}

Take a silica grain with $R=10\,000$ nm in water at 293 K, starting at $h_0=1000$ nm above an oxidised silicon wafer. The oxide is taken to be at least 100 nm thick, so that the silicon beneath it adds little to the attraction; a thin native oxide would not meet this condition. The grain's buoyant weight supplies a constant force. Rough typical values are $\mu=1.0$ mPa\,s, densities of 2200 and 1000 kg/m$^3$, and $A=0.05$ eV. Then
\begin{align}
F&=\tfrac43\pi R^3\Delta\rho\,g=49.3\ {\rm pN},\\
\tau&=\frac{6\pi(1.0\times10^{-3})(10^{-5})^2}{4.93\times10^{-11}}\ {\rm s}=38.2\ {\rm ms}.
\end{align}
Under weight alone, \eqref{eq:time} gives 88, 176 and 264 ms to reach 100, 10 and 1 nm.

The attraction equals the weight at $h_*=16.5$ nm, and \eqref{eq:tc} gives
\begin{equation}
t_c=\frac{38.2\ {\rm ms}}2\ln\left(1+\frac{1000^2}{16.5^2}\right)=157\ {\rm ms}.
\end{equation}
At 100 nm the attraction has advanced the arrival by only 0.5 ms. The last 10 nm take 6 ms, whereas weight alone needs 88 ms merely to go from 10 to 1 nm. If both surfaces are assumed to have a slip length of 1 nm and there is no attraction, the model gap closes in 253 ms. About 26 ms of this is spent below 1 nm, where continuum flow is doubtful.

\subsection*{What the model leaves out}

\textbf{Drag and inertia.} The full Stokes drag adds 6 ms on the way to $h_*$ under weight alone. The particle's response time at the start is $1.3\times10^{-4}\tau$, and momentum diffuses through the liquid over a distance $R$ in $2.6\times10^{-3}\tau$. Neglecting inertia is justified here.

\textbf{Thermal motion.} Here $\ell=0.082$ nm, so $\sigma=0.099$ at $h_*$ under weight alone; a stochastic simulation gave the same value to two digits. The corresponding spread in the time of arrival at $h_*$ is roughly $\sigma\tau\approx4$ ms.

\textbf{Retardation.} The finite speed of light weakens the attraction at gaps of tens of nanometres. Halving $A$ at every gap moves contact from 157 to 170 ms. This is a mild allowance. In 0.01 mol/L of salt, which also screens the static part of the attraction, a Lifshitz estimate with oscillator models of silica and water gives an effective $A$ of about 0.004 to 0.012 eV near $h_*$, depending on the model of water, and contact at roughly 180 to 190 ms for uncharged surfaces. Without surface charge each further halving adds about $\tfrac12\tau\ln2=13$ ms, because $A$ enters through a logarithm. With the surface charge considered next, a weak enough attraction lets the repulsion stop the grain before contact.

\textbf{Surface charge.} For low potentials, let $\psi$ be the potential of an isolated surface, $\kappa^{-1}$ the screening length and $\epsilon$ the permittivity. At fixed surface charge the linear Poisson--Boltzmann equation gives a midplane potential $\psi/\sinh(\kappa H/2)$ and a pressure $\epsilon\kappa^2\psi^2/[2\sinh^2(\kappa H/2)]$. Integrating over the sphere with $r\,dr=R\,dH$ gives the repulsion
\begin{equation}
F_{\rm el}=2\pi R\epsilon\kappa\psi^2\left[\coth(\kappa h/2)-1\right].
\end{equation}
With 0.01 mol/L of salt, relative permittivity 80 and $\psi=5$ mV, the screening length is 3.0 nm. With the attraction at full strength, the repulsion is at most 31\% of weight plus attraction, near 4.3 nm. This lengthens the 6 ms spent below 10 nm by at most a factor $1/(1-0.305)=1.44$, and adds about 0.8 ms above 10 nm. At about 9 mV the forces balance and the grain stalls before contact, apart from thermal crossing. Retardation, and the screening of part of the attraction by the salt, lower this stalling value, to roughly 5 to 7 mV in the Lifshitz estimate above. For a constant $A$ below about 0.013 eV, 5 mV already stalls the grain. Whether a real grain at 5 mV reaches contact is therefore not settled by these rough values.

\textbf{The last nanometre.} With attraction, the peak film pressure at 1 nm is 0.21 MPa. For a rough combined modulus of 35 GPa this pressure alone would flatten the solids by about 0.001 nm. The attraction pulls the surfaces towards each other by a similar amount, so the net deformation is negligible. A water molecule occupies about 0.31 nm, so continuum flow is doubtful below about 1 nm. Roughness can also make the solids touch before the mean gap vanishes. Silica surfaces in water also show a short-range repulsion, often ascribed to hydration or a gel-like layer, which the model omits. An assumed 5 mJ/m$^2$ decaying over 0.5 nm would be about three times weight plus attraction at 1 nm and would stop the grain short of contact.

\subsection*{Comparison with real wafer cleaning}

The low potential assumed here belongs to an acid rinse near pH 2, where silica carries little charge. In near-neutral water with 0.01 mol/L of salt or less, silica typically has a negative potential of some tens of millivolts, beyond the stalling value. The assumption of negligible charge then fails, and the 157 ms contact time no longer applies. The stalling value rises with salt, to about 16 mV at 0.1 mol/L and 25 mV at 0.5 mol/L for fixed charge and constant $A$, so the conclusion does not carry over to concentrated salt. The grain is also far larger than typical polishing abrasive, whose radius is roughly 100 nm or less. Since $\ell\propto R^{-3}$ for a force set by weight, $\ell$ would be about $8\times10^4$ nm at $R=100$ nm: thermal motion, not weight, would control the approach. For such particles \eqref{eq:main} needs a much stronger applied force that stays constant over the travel and also outweighs the attraction at the gaps considered. The numerical output lists the values used for the model with constant $A$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input: sphere radius = 10000 nm
Input: starting gap = 1000 nm
Input: viscosity (rough) = 1.00 mPa s
Input: temperature = 293 K
Input: grain density (rough) = 2200 kg/m3
Input: water density (rough) = 1000 kg/m3
Input: Hamaker constant (rough) = 0.050 eV
Input: slip length (rough) = 1.0 nm
Input: surface potential (rough) = 5.0 mV
Input: salt concentration = 0.010 mol/L
Input: relative permittivity (rough) = 80
Input: combined elastic modulus (rough) = 35 GPa
Film solver: load / lubrication formula = 0.99945
Film solver: peak pressure / formula = 1.00000
Stokes drag/(6 pi mu R V) at h/R=0.1, series = 11.4592
Same drag from point forces = 11.4592
Full drag / lubrication drag at h/R=0.1 = 1.1459
Full-drag time, h/R 1e-2 to 1e-3 = 2.3210 tau
Full-drag time, h/R 1e-3 to 1e-4 = 2.3048 tau
Lubrication time per decade = 2.3026 tau
Excess drag per unit ln(R/h) = 0.1998
Buoyant weight F = 49.29 pN
Time constant tau = 38.24 ms
Starting speed h0/tau = 26.15 nm/ms
Weight alone: time to 100 nm = 88.0 ms
Weight alone: time to 10 nm = 176.1 ms
Weight alone: time to 1 nm = 264.1 ms
Weight alone: time to 0.1 nm = 352.2 ms
Gap where attraction equals weight = 16.46 nm
With attraction: time to 100 nm = 87.5 ms
With attraction: time to 10 nm = 151.0 ms
With attraction: time to 1 nm = 157.0 ms
With attraction: contact time = 157.1 ms
Contact time / tau = 4.107
Contact time, Hamaker constant halved = 170.3 ms
Weight and slip, no attraction: closing time = 253.1 ms
Extra time from full Stokes drag to crossover gap = 6.14 ms
Particle response time at start / tau = 1.28e-04
Liquid momentum diffusion time / tau = 2.62e-03
Reynolds number at start (on R) = 2.62e-04
Thermal length kT/F = 0.0821 nm
Spread of ln h at crossover gap, formula = 0.0990
Spread of ln h at crossover gap, simulated = 0.0992
Screening length = 3.04 nm
Largest repulsion / (weight + attraction) = 0.305
Gap of that largest ratio = 4.32 nm
Surface potential that would stall the grain = 9.1 mV
Peak film pressure at 1 nm with attraction = 0.213 MPa
Elastic flattening at 1 nm = 0.00135 nm
Size of a water molecule from density = 0.310 nm
\end{verbatim}
